# Why two end contacts quarter a gate finger's low-frequency series resistance

**Q:** I have a long, narrow MOS gate finger contacted at one end. If I add a contact at the other end, I would expect two parallel paths and half the resistance. Why is the low-frequency effective series resistance said to fall by four?

**A:** Because the second contact also halves the distance that the charging current must travel. To see how this enters, we need to define the resistance carefully: the current does not cross the finger from one contact to the other. It leaves the metal all along the way, as displacement current through the oxide.

Take a uniform finger with end-to-end metal resistance \(R\) and total capacitance \(C\) to the channel. For now the channel is a perfect signal ground and the contacts and feed wires have no resistance. Let \(s\) run from 0 to 1 along the finger, and let \(I(s)\) be the current in the metal towards larger \(s\). Signals vary as \(e^{+j\omega t}\).

A piece \(ds\) has resistance \(R\,ds\) and capacitance \(C\,ds\). Ohm's law and charge conservation give

\[
\frac{dV}{ds}=-RI,\qquad \frac{dI}{ds}=-j\omega C V .
\]

The first minus sign says that voltage drops in the direction of the current. The second says that the metal current decreases as it charges the gate capacitance.

Low frequency means \(u=\omega RC\ll1\). The input impedance then has the form

\[
Z\simeq\frac{1}{j\omega C}+R_{\rm eff},
\]

and \(R_{\rm eff}\) is the resistance in question.

**Q:** What does the current look like with one contact?

**A:** The voltage drop along the metal is small compared with the input voltage \(V_{\rm in}\), so to leading order every equal length of gate takes the same charging current. Replacing \(V\) by \(V_{\rm in}\) in the second equation and integrating gives

\[
I(s)=I(0)-j\omega C V_{\rm in}s .
\]

The far end is open, so \(I(1)=0\). Hence \(I(0)=j\omega CV_{\rm in}=I_{\rm in}\), and

\[
I(s)=I_{\rm in}(1-s).
\]

The capacitor is ideal, so all the real power is lost in the metal. With peak amplitudes,

\[
\frac12|I_{\rm in}|^2R_{\rm eff}
=\frac12\int_0^1R|I(s)|^2ds .
\]

Therefore

\[
R_{\rm eff}=R\int_0^1(1-s)^2ds
=R\left[-\frac{(1-s)^3}{3}\right]_0^1=\frac R3 .
\]

It is less than \(R\) because only the metal next to the contact carries the full current.

**Q:** And with both ends driven?

**A:** Let both contacts have the same voltage, in amplitude and phase. The total input current is now what enters at the left plus what enters at the right:

\[
I_{\rm in}=I(0)-I(1)=j\omega CV_{\rm in}.
\]

The sign of \(I(1)\) is negative because current from the right contact flows towards smaller \(s\). The linear profile is \(I(s)=I(0)-I_{\rm in}s\). Integrating Ohm's law from end to end gives

\[
0=V(1)-V(0)=-R\int_0^1 I\,ds
=-R\left[I(0)-\frac{I_{\rm in}}2\right],
\]

so \(I(0)=I_{\rm in}/2\) and

\[
I(s)=I_{\rm in}\left(\frac12-s\right).
\]

The same power balance now gives

\[
R_{\rm eff}=R\int_0^1\left(\frac12-s\right)^2ds
=R\left(\frac14-\frac12+\frac13\right)=\frac R{12}.
\]

The ratio of \(R/3\) to \(R/12\) is four. At fixed total input current, the same metal is heated in both cases, but each half-finger now starts with half the current. Its current still falls linearly to zero, so the mean square current is one quarter of the earlier value.

**Q:** Where did my argument with two parallel paths go wrong?

**A:** It counted one of two factors. The current vanishes at \(s=1/2\), so you could cut the metal there without changing anything. Each half is a finger fed at one end, with resistance \(R/2\) and capacitance \(C/2\):

\[
Z_{\rm half}\simeq\frac{1}{j\omega C/2}+\frac{R/2}{3}
=\frac{2}{j\omega C}+\frac R6 .
\]

Two equal impedances in parallel give half of this, \(1/(j\omega C)+R/12\). Halving the length takes \(R/3\) to \(R/6\), and the parallel connection takes \(R/6\) to \(R/12\).

**Q:** Would one contact in the middle do the same?

**A:** Yes, in this model. Put a single contact at fraction \(a\) from one end. The piece of length \(a\) receives current \(aI_{\rm in}\), which falls linearly to zero at its open end. With \(t\) measured from that open end, the current is \(tI_{\rm in}\), and the piece contributes

\[
R\int_0^a t^2dt=\frac{Ra^3}{3}.
\]

The other piece contributes \(R(1-a)^3/3\), so

\[
R_{\rm eff}=\frac R3\left[a^3+(1-a)^3\right].
\]

For \(a=0\) this is \(R/3\); for \(a=1/2\) it is \(R/12\). For the metal term, what matters is how far the current has to go, rather than the number of contacts. Contact resistance breaks the tie: a single central contact adds its full resistance, while two equal end contacts add half of it.

**Q:** What does this mean for the channel, which responds to the local gate voltage?

**A:** It sees a smaller delay. Integrating the charge equation over the finger gives \(I_{\rm in}=j\omega CV_{\rm mean}\), where \(V_{\rm mean}\) is the gate voltage averaged along the finger. Inserting the low-frequency impedance,

\[
\frac{V_{\rm mean}}{V_{\rm in}}
=\frac{1}{j\omega CZ}
\simeq\frac{1}{1+j\omega R_{\rm eff}C}
\simeq1-j\omega R_{\rm eff}C .
\]

The small negative phase \(\omega R_{\rm eff}C\) corresponds to a time lag \(R_{\rm eff}C\), which also falls by four.

The local lag follows from integrating Ohm's law with the two current profiles:

\[
\frac{V(s)}{V_{\rm in}}\simeq
\begin{cases}
1-j\omega RC\left(s-\frac{s^2}{2}\right),&\text{one end},\\[2mm]
1-j\omega RC\,\frac{s(1-s)}2,&\text{both ends}.
\end{cases}
\]

The largest lag is \(RC/2\) at the open end in the first case, and \(RC/8\) at the middle in the second.

**Q:** How low must the frequency be?

**A:** The full line equations answer that. Differentiating Ohm's law and using the charge equation gives \(V''=x^2V\), with \(x^2=j\omega RC=ju\). For one contact, the solution with no current at the far end is

\[
V(s)=V_{\rm in}\frac{\cosh[x(1-s)]}{\cosh x}.
\]

The input current is \(-V'(0)/R=V_{\rm in}x\tanh x/R\), so

\[
Z_1=\frac{R\coth x}{x}
=R\left(\frac1{x^2}+\frac13-\frac{x^2}{45}+\frac{2x^4}{945}+\cdots\right).
\]

Since \(x^2=ju\) is imaginary and \(x^4=-u^2\) is real,

\[
{\rm Re}\,Z_1\simeq\frac R3\left(1-\frac{2u^2}{315}\right).
\]

For two contacts, each half has \(R/2\) and \(C/2\), hence \(u/4\) and \(x/2\). Putting the halves in parallel gives

\[
Z_2=\frac R4\frac{\coth(x/2)}{x/2},\qquad
{\rm Re}\,Z_2\simeq\frac R{12}\left(1-\frac{u^2}{2520}\right).
\]

To order \(u^2\), the ratio is therefore

\[
4\left[1-u^2\left(\frac{2}{315}-\frac1{2520}\right)\right]
=4\left(1-\frac{u^2}{168}\right).
\]

At very high frequency both hyperbolic cotangents approach one. Then \(Z_1\to R/x\) and \(Z_2\to R/(2x)\), so the ratio becomes two. The signal dies out before reaching the middle, and shortening the finger no longer helps; the second contact merely adds another entrance. Your original factor of two belongs to this limit. It is a remote one: the ratio is still about 2.2 at \(u=20\), which for the finger of the next answer is about 740 GHz.

**Q:** Can you put numbers on a radio-frequency transistor?

**A:** Take a silicided-polysilicon gate of length 0.10 µm and finger width 5.0 µm, with sheet resistance 10 Ω per square and a 2.0 nm oxide. The current runs along the 5.0 µm dimension, so there are \(5.0/0.10=50\) squares and

\[
R=50\times10\ \Omega=500\ \Omega .
\]

The gate area is 0.50 µm², and

\[
C=\frac{3.9\,\varepsilon_0\times0.50\ \mu{\rm m}^2}{2.0\ {\rm nm}}
=8.63\ {\rm fF},\qquad RC=4.32\ {\rm ps}.
\]

One end contact gives \(500/3=166.7\ \Omega\); two give \(500/12=41.7\ \Omega\). As a test, Kirchhoff's current law was solved for a chain of 400 resistor–capacitor cells at \(u=0.01\). It gave 166.667 Ω and 41.667 Ω, and again 41.667 Ω for a central contact.

The mean lag due to the gate metal alone drops from 1.44 to 0.36 ps; with the contact, interface and channel resistances added in the next answer, the charging lag goes from 1.78 to 0.66 ps. At 5 GHz, \(u=0.136\), well inside the low-frequency range. The full line formula puts the one-percent loss of the ratio, from 4 to 3.96, at \(u=1.31\), or about 48 GHz for this finger. The estimate \(u^2/168=0.01\) gives nearly the same value, \(u=1.30\).

**Q:** Would the real part of my measured input impedance also fall by four?

**A:** Not in general, because some of it does not belong to the gate metal. Suppose each contact has resistance 10 Ω. One contact adds 10 Ω, while two equal contacts in parallel add 5 Ω.

The silicide–polysilicon interface carries current vertically over the whole gate area. For \(10^{-7}\ \Omega\,{\rm cm}^2\) and an area of \(5\times10^{-9}\ {\rm cm}^2\), it adds 20 Ω in both layouts.

The channel has its own distributed resistance. At zero drain bias it is fed equally from source and drain, so along the gate length it is another line driven at both ends. It contributes \(R_{\rm ch}/12\), where \(R_{\rm ch}\) is its source-to-drain resistance. With mobility 200 cm²/Vs and overdrive 0.50 V, \(R_{\rm ch}=116\ \Omega\), so the contribution is 9.7 Ω, again in both layouts.

Adding these terms at low frequency gives

\[
\begin{aligned}
\text{one end:}\quad&166.7+10+20+9.7\simeq206\ \Omega,\\
\text{both ends:}\quad&41.7+5+20+9.7\simeq76\ \Omega .
\end{aligned}
\]

The ratio is 2.7. A network with a distributed channel under every gate cell, including oxide leakage, gives the same rounded totals at 5 GHz. These totals leave out the source and drain series resistances and the overlap capacitance, which shift them further. A series resistance of 150 Ω·µm on each side adds 15 Ω to both layouts and lowers the ratio to 2.4, while an overlap capacitance of 0.3 fF/µm on each side, taken alone, raises it to 2.8.

**Q:** Then I should measure at the lowest possible frequency?

**A:** No, because of that leakage. A conductance \(G\) in parallel with \(C\) adds

\[
{\rm Re}\frac1{G+j\omega C}=\frac{G}{G^2+\omega^2C^2}
\]

to the input resistance. For \(\omega C\gg G\) this grows as \(1/\omega^2\) when the frequency is lowered. With the assumed tunnelling leakage, \(G=2.5\) nS. The extra term is 0.03 Ω at 5 GHz, but it equals \(R/12\) at 143 MHz. For this finger, a few gigahertz lies between the leakage problem and the loss of the low-frequency limit.

**Q:** How far should I trust these numbers for a real device?

**A:** The inputs are rough typical values for such a gate, and the contact, interface and leakage values depend strongly on the process. Among the corrections estimated here, the resistances outside the gate metal change the ratio most: including them takes it from 4 to 2.7. Unequal feeds can matter as much: with ideal contacts and no other resistances, an extra 100 Ω in the second feed alone also lowers the ratio to about 2.7. The channel estimate holds at zero drain bias and should not be carried over to a transistor in saturation, where the channel is not uniform.

The remaining corrections estimated here are smaller or leave the metal ratio alone. An added electrical oxide thickness of 0.7 nm lowers \(C\) to 6.4 fF, but \(R/3\) and \(R/12\) do not contain \(C\). It does move the quantities that depend on \(C\): at the same mobility and overdrive \(R_{\rm ch}\) rises to 156 Ω, the ratio of totals becomes 2.6, and the frequencies 143 MHz and 48 GHz become about 193 MHz and 65 GHz. Heating to 400 K, with an assumed coefficient of 0.003 per kelvin, raises them to 217 and 54 Ω, still in the ratio four. With an assumed inductance of 1 pH/µm, the finger's inductive reactance at 5 GHz is about 0.16 Ω, and the skin depth of 3.9 µm far exceeds the 30 nm silicide. One volt across the oxide means 5 MV/cm, below a rough breakdown field of 10 MV/cm, though high enough that tunnelling has to be considered, as above.

So a second contact is worth most when the metal term dominates and both feeds deliver the same voltage. If the second feed is so resistive that it carries almost no current, the finger is back to one contact and \(R/3\). The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Input gate length: 0.10 um; finger width: 5.0 um
Input sheet resistance: 10.0 ohm/square
Input oxide thickness: 2.0 nm; relative permittivity 3.9
Input frequency: 5.0 GHz
Number of squares: 50.0
End-to-end gate resistance R: 500.0 ohm
Gate capacitance C: 8.633 fF
RC: 4.316 ps; omega*R*C: 0.1356
Low-frequency network, one end: 166.667 ohm
Low-frequency network, both ends: 41.667 ohm
Low-frequency network, central contact: 41.667 ohm
Low-frequency network, half finger: 83.334 ohm
Low-frequency network, quarter-point contact: 72.917 ohm
Low-frequency ratio: 4.0000
At example frequency, one end: 166.648 ohm
At example frequency, both ends: 41.667 ohm
Mean-voltage lag, one end: 1.439 ps
Mean-voltage lag, both ends: 0.360 ps
Largest local lag, one end: 2.158 ps
Largest local lag, both ends: 0.540 ps
Ratio 3.96 reached at omega*R*C: 1.308
Ratio 3.96 reached at frequency: 48.2 GHz
Network ratio at omega*R*C = 1000: 2.000
Input contact resistance, each: 10.0 ohm
Input interface resistivity: 1.0e-07 ohm cm2
Interface resistance: 20.00 ohm
Input mobility: 200 cm2/Vs; overdrive: 0.50 V
Source-drain channel resistance: 115.84 ohm
Channel contribution R_ch/12: 9.65 ohm
Input leakage density: 0.10 A/cm2
Input leakage slope voltage: 0.20 V
Leakage conductance: 2.50 nS
Leakage contribution at example frequency: 0.0340 ohm
Leakage contribution equals R/12 at: 142.8 MHz
Total input resistance, one end: 206.32 ohm
Total input resistance, both ends: 76.35 ohm
Ratio of total input resistances: 2.702
Oxide field estimate at 1.0 V: 5.0 MV/cm
Input added electrical oxide thickness: 0.7 nm
Capacitance with added thickness: 6.395 fF
Input line inductance: 1.0 pH/um
Inductive reactance of finger: 0.157 ohm
Input silicide thickness: 30 nm
Silicide skin depth: 3.90 um
Input resistance temperature coefficient: 0.0030 1/K
R/3 at 400 K: 216.7 ohm; R/12: 54.2 ohm
```
